# Collected charge with one mobile carrier: drift length equal to thickness: verification in Python

```python
# Result under test: charge driven through the external circuit by a light pulse,
# per generated electron charge, for uniform generation and mobile electrons only:
#     eta(r) = r*(1 - r*(1 - exp(-1/r))),   eta(1) = exp(-1)
# r = drift length / electrode spacing, drift length = mobility * trapping time * field.
# Contacts inject nothing; arriving electrons leave; trapped electrons stay trapped.
# Scaled position x runs from 0 (cathode) to 1 (anode).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded


def eta(r):
    return r * (1 - r * (1 - np.exp(-1 / r)))


def arrived(r):
    return r * (1 - np.exp(-1 / r))


# --- Circuit charge from Poisson's equation at fixed voltage -----------------
def anode_charge(node, cells, charge, fixed_density, voltage):
    """Anode surface charge (permittivity = spacing = area = 1)."""
    h = 1 / cells
    density = fixed_density.copy()
    density[node - 1] += charge / h
    bands = np.ones((3, cells - 1))
    bands[1] = -2
    rhs = -density * h**2
    rhs[-1] -= voltage
    phi = solve_banded((1, 1), bands, rhs)
    # one-sided flux; the half cell at the anode holds no moving charge
    return (voltage - phi[-1]) / h


rng = np.random.default_rng(7)
background = rng.normal(size=399)
for start, stop in ((40, 120), (100, 380)):
    moved = (anode_charge(stop, 400, -1.0, background, 3.0)
             - anode_charge(start, 400, -1.0, background, 3.0))
    assert abs(moved - (stop - start) / 400) < 1e-8


# --- Mean path from the distribution of stopping distances -------------------
def path_by_quadrature(x, r):
    room = 1 - x
    stopped = quad(lambda s: s * np.exp(-s / r) / r, 0, room,
                   epsabs=1e-12, limit=200)[0]
    return stopped + room * np.exp(-room / r)


def eta_by_quadrature(r):
    return quad(lambda x: path_by_quadrature(x, r), 0, 1,
                epsabs=1e-11, limit=200)[0]


for r in (0.1, 0.5, 1.0, 2.0, 10.0):
    assert abs(eta_by_quadrature(r) - eta(r)) < 1e-8
for x in (0.0, 0.3, 0.8):
    assert abs(path_by_quadrature(x, 0.7)
               - 0.7 * (1 - np.exp(-(1 - x) / 0.7))) < 1e-9
eta_one = eta_by_quadrature(1.0)
assert abs(eta_one - np.exp(-1)) < 1e-9
assert abs(eta_by_quadrature(100.0) - (0.5 - 1 / 600)) < 1e-5
assert abs(eta_by_quadrature(0.05) - (0.05 - 0.05**2)) < 1e-8
step = 1e-3
log_slope = (eta_by_quadrature(1 + step)
             - eta_by_quadrature(1 - step)) / (2 * step * eta_one)
assert abs(log_slope - (3 - np.e + 0 * step) * 1.0) < 1e-5


# --- Random simulation of single electrons; time unit = transit time ---------
count = 400000
for r in (0.2, 1.0, 5.0):
    start = rng.random(count)
    trap_time = rng.exponential(r, count)
    room = 1 - start
    path = np.minimum(trap_time, room)
    trapped = trap_time < room
    error = 5 * path.std() / np.sqrt(count)
    assert abs(path.mean() - eta(r)) < error
    share_error = 5 * 0.5 / np.sqrt(count)
    assert abs(1 - trapped.mean() - arrived(r)) < share_error
    assert abs(path.mean() - r * trapped.mean()) < error + r * share_error
    for t in (0.2, 0.6):
        moving = np.mean(path > t)
        assert abs(moving - (1 - t) * np.exp(-t / r)) < share_error
    if r == 1.0:
        simulated = path.mean()
        simulated_error = path.std() / np.sqrt(count)
        simulated_arrived = 1 - trapped.mean()
current_area = quad(lambda t: (1 - t) * np.exp(-t), 0, 1)[0]
assert abs(current_area - eta_one) < 1e-9


# --- Drift, diffusion and trapping: mean final position u(x) of an electron --
def eta_with_diffusion(diffusion, contact_ratio=0.0, contact_width=0.1,
                       cells=16000):
    """diffusion = kT/(eV); contact_ratio = peak contact field / bias field."""
    x = np.linspace(0, 1, cells + 1)
    h = 1 / cells
    drift = (1 + contact_ratio * np.clip(1 - x / contact_width, 0, None)
             - contact_ratio * np.clip(1 - (1 - x) / contact_width, 0, None))
    bands = np.zeros((3, cells + 1))
    bands[1] = -2 * diffusion / h**2 - 1
    bands[0, 2:] = diffusion / h**2 + drift[1:-1] / (2 * h)
    bands[2, :-2] = diffusion / h**2 - drift[1:-1] / (2 * h)
    bands[1, 0] = bands[1, -1] = 1
    rhs = -x
    rhs[0], rhs[-1] = 0, 1
    final = solve_banded((1, 1), bands, rhs)
    return np.trapezoid(final - x, x) if hasattr(np, "trapezoid") \
        else np.trapz(final - x, x)


no_diffusion = 2 * eta_with_diffusion(0.001) - eta_with_diffusion(0.002)
assert abs(no_diffusion - eta_one) < 1e-4

# --- Worked example: rough values for undoped hydrogenated amorphous silicon -
q = const.e
thickness = 20e-4            # cm
mobility = 1.0               # cm2/Vs
trap_time = 100e-9           # s
pair_density = 1e12          # cm^-3
temperature = 300.0          # K
relative_permittivity = 11.9
gate = 200e-9                # s
permittivity = relative_permittivity * const.epsilon_0 / 100   # F/cm
bias = thickness**2 / (mobility * trap_time)
field = bias / thickness
drift_length = mobility * trap_time * field
transit = thickness / (mobility * field)
assert transit < gate
generated = q * pair_density * thickness
collected = generated * eta_one
thermal_voltage = const.k * temperature / q

# Holes: uniform start, drift to the cathode, own trapping time
hole_mobility, hole_trap_time = 0.005, 2e-6
hole_transit = thickness / (hole_mobility * field)


def hole_part(duration):
    return quad(lambda t: (1 - t / hole_transit) * np.exp(-t / hole_trap_time)
                / hole_transit, 0, duration, epsabs=1e-12)[0]


hole_gate = hole_part(gate)
hole_all = hole_part(hole_transit)
assert abs(hole_all - eta(hole_trap_time / hole_transit)) < 1e-7

# Diffusion and fields left at the two contacts (equal barriers)
contact_bending, fixed_charge = 0.3, 1e15    # V, cm^-3
layer = np.sqrt(2 * permittivity * contact_bending / (q * fixed_charge))
contact_field = q * fixed_charge * layer / permittivity
assert contact_field < field
eta_diffusion = eta_with_diffusion(thermal_voltage / bias)
eta_contacts = eta_with_diffusion(thermal_voltage / bias,
                                  contact_field / field, layer / thickness)

# Light weakly absorbed from the cathode side
absorption = 50.0                            # cm^-1
depth = absorption * thickness
eta_absorption = (quad(lambda x: np.exp(-depth * x)
                       * path_by_quadrature(x, 1.0), 0, 1)[0]
                  / quad(lambda x: np.exp(-depth * x), 0, 1)[0])

# Photocharge field, Langevin recombination, trap release, dark conduction
charge_ratio = generated / (permittivity * field)
langevin = q * mobility / permittivity * pair_density * trap_time
assert abs(langevin / charge_ratio - 1) < 1e-9
trap_depth, attempt_rate = 0.6, 1e12         # eV, 1/s
lowering = np.sqrt(q * field / (np.pi * permittivity))
release = np.exp((trap_depth - lowering) / thermal_voltage) / attempt_rate
dark_conductivity, bias_delay = 1e-10, 10e-6  # S/cm, s
relaxation = permittivity / dark_conductivity
dark_charge = dark_conductivity * field * gate

print("GENERAL RESULT")
for r in (0.1, 0.5, 1.0, 2.0, 10.0):
    print(f"r = {r:4.1f}: circuit fraction {eta_by_quadrature(r):.4f}, "
          f"arriving fraction {arrived(r):.4f}")
print(f"exp(-1) = {np.exp(-1):.6f}; quadrature at r=1: {eta_one:.6f}")
print(f"simulation at r=1: {simulated:.4f} +- {simulated_error:.4f}")
print(f"simulated arriving fraction at r=1: {simulated_arrived:.4f}")
print(f"all electrons from cathode, r=1: {path_by_quadrature(0, 1.0):.4f}")
print(f"drift-diffusion, diffusion to zero: {no_diffusion:.5f}")
print(f"d ln(eta)/d ln(r) at r=1: {log_slope:.4f}")
print("EXAMPLE, rough a-Si:H values")
print(f"thickness {thickness*1e4:.0f} um, mobility {mobility:.1f} cm2/Vs")
print(f"trapping time {trap_time*1e9:.0f} ns, gate {gate*1e9:.0f} ns")
print(f"temperature {temperature:.0f} K, permittivity "
      f"{relative_permittivity:.1f} (relative)")
print(f"pair density {pair_density:.1e} cm^-3")
print(f"bias for r=1: {bias:.1f} V, field {field/1e6:.3f} MV/cm")
print(f"drift length {drift_length*1e4:.1f} um, transit {transit*1e9:.0f} ns")
print(f"generated charge {generated*1e12:.1f} pC/cm2")
print(f"collected charge {collected*1e12:.1f} pC/cm2 "
      f"= {collected/q:.3e} electrons/cm2")
print("NEGLECTED EFFECTS")
print(f"hole mobility {hole_mobility:.3f} cm2/Vs, "
      f"trapping time {hole_trap_time*1e6:.1f} us")
print(f"hole transit time {hole_transit*1e6:.1f} us")
print(f"hole part of fraction: {hole_gate:.4f} in gate, {hole_all:.4f} in all")
print(f"kT/(eV) {thermal_voltage/bias:.2e}; fraction with diffusion "
      f"{eta_diffusion:.5f}")
print(f"contact bending {contact_bending:.1f} V, fixed charge "
      f"{fixed_charge:.0e} cm^-3")
print(f"contact layer {layer*1e4:.2f} um, peak field/bias field "
      f"{contact_field/field:.2f}")
print(f"fraction with diffusion and contact fields {eta_contacts:.5f}")
print(f"absorption {absorption:.0f} cm^-1, times thickness {depth:.2f}")
print(f"fraction with this absorption {eta_absorption:.4f}")
print(f"photocharge field/bias field, upper bound {charge_ratio:.4f}")
print(f"Langevin loss per trapping time, upper estimate {langevin:.4f}")
print(f"trap depth {trap_depth:.1f} eV, attempt rate {attempt_rate:.0e} 1/s")
print(f"field lowering {lowering:.3f} eV, release time {release*1e3:.2f} ms")
print(f"dark conductivity {dark_conductivity:.0e} S/cm, "
      f"relaxation {relaxation*1e3:.1f} ms")
print(f"bias delay {bias_delay*1e6:.0f} us, delay/relaxation "
      f"{bias_delay/relaxation:.4f}")
print(f"dark charge in gate {dark_charge*1e12:.2f} pC/cm2")
print("PASS")
```

Output:

```
GENERAL RESULT
r =  0.1: circuit fraction 0.0900, arriving fraction 0.1000
r =  0.5: circuit fraction 0.2838, arriving fraction 0.4323
r =  1.0: circuit fraction 0.3679, arriving fraction 0.6321
r =  2.0: circuit fraction 0.4261, arriving fraction 0.7869
r = 10.0: circuit fraction 0.4837, arriving fraction 0.9516
exp(-1) = 0.367879; quadrature at r=1: 0.367879
simulation at r=1: 0.3678 +- 0.0004
simulated arriving fraction at r=1: 0.6313
all electrons from cathode, r=1: 0.6321
drift-diffusion, diffusion to zero: 0.36788
d ln(eta)/d ln(r) at r=1: 0.2817
EXAMPLE, rough a-Si:H values
thickness 20 um, mobility 1.0 cm2/Vs
trapping time 100 ns, gate 200 ns
temperature 300 K, permittivity 11.9 (relative)
pair density 1.0e+12 cm^-3
bias for r=1: 40.0 V, field 0.020 MV/cm
drift length 20.0 um, transit 100 ns
generated charge 320.4 pC/cm2
collected charge 117.9 pC/cm2 = 7.358e+08 electrons/cm2
NEGLECTED EFFECTS
hole mobility 0.005 cm2/Vs, trapping time 2.0 us
hole transit time 20.0 us
hole part of fraction: 0.0095 in gate, 0.0900 in all
kT/(eV) 6.46e-04; fraction with diffusion 0.36730
contact bending 0.3 V, fixed charge 1e+15 cm^-3
contact layer 0.63 um, peak field/bias field 0.48
fraction with diffusion and contact fields 0.36740
absorption 50 cm^-1, times thickness 0.10
fraction with this absorption 0.3731
photocharge field/bias field, upper bound 0.0152
Langevin loss per trapping time, upper estimate 0.0152
trap depth 0.6 eV, attempt rate 1e+12 1/s
field lowering 0.031 eV, release time 3.60 ms
dark conductivity 1e-10 S/cm, relaxation 10.5 ms
bias delay 10 us, delay/relaxation 0.0009
dark charge in gate 0.40 pC/cm2
PASS
```
